# Heavy and light holes in silicon: finding the Luttinger parameters

## Problem

Near the top of the valence band of an unstrained diamond-type crystal, a hole has four states with angular momentum $J=3/2$. Keep these four states and terms quadratic in the wave vector $\mathbf k=k\mathbf n$, where $\mathbf n$ is a unit vector. Count hole energy as positive, measured from the band edge, and write

$$\varepsilon=\frac{\hbar^2k^2}{2m_0},\qquad \{A,B\}=\tfrac12(AB+BA),$$

with $m_0$ the free-electron mass. The Luttinger Hamiltonian is then

$$\frac{H}{\varepsilon}=\gamma_1+\tfrac52\gamma_2-2\gamma_2\sum_i n_i^2J_i^2-4\gamma_3\sum_{i<j}n_in_j\{J_i,J_j\}.$$

The matrices $J_i$ are dimensionless, and $x,y,z$ are the cubic axes. Along a fixed $\mathbf n$ every energy is proportional to $k^2$, so $E=\hbar^2k^2/2m(\mathbf n)$ defines a mass for each level: $m_h$ for the heavy hole and $m_l$ for the light hole.

Rough four-band masses for silicon, in units of $m_0$, are

- along [001]: $m_h=0.28$, $m_l=0.20$;
- along [111]: $m_h=0.72$, $m_l=0.14$.

In both directions the heavy pair has $\mathbf J\cdot\mathbf n=\pm3/2$.

(a) Find a combination of $m_h(\mathbf n)$ and $m_l(\mathbf n)$, symmetric in the two, that is the same in every direction, and prove it. (b) Find $\gamma_1,\gamma_2,\gamma_3$. (c) Predict the masses along [110]. (d) Estimate the wave vector at which the result of (a) fails in silicon.

## A tempting solution, which is wrong

The trace of $H$ does not depend on direction: it is $4\gamma_1\varepsilon$. The average of the four levels is therefore that of a particle of mass $m_0/\gamma_1$. So the average of the heavy and light masses is $m_0/\gamma_1$, and

$$m_h+m_l=\frac{2m_0}{\gamma_1}\quad\text{in every direction.}$$

The [001] masses add up to $0.48\,m_0$, which gives $\gamma_1=2/0.48=4.17$.

## Where it fails

The [111] masses add up to $0.86\,m_0$, which would give $\gamma_1=2/0.86=2.33$. One constant cannot have both values, and rounding of the masses cannot explain such a gap.

The statement about the trace is correct, as shown below. The fault is in the step from average energy to average mass. Energy is proportional to $1/m$, so averaging energies averages inverse masses, and the inverse of an average is not the average of the inverses.

To see the size of the error, let the two inverse masses be $\gamma_1-d$ and $\gamma_1+d$ in units of $1/m_0$. Then

$$\frac{m_h+m_l}{m_0}=\frac1{\gamma_1-d}+\frac1{\gamma_1+d}=\frac{2\gamma_1}{\gamma_1^2-d^2}.$$

The tempting formula sets $d=0$, which is right only if the two holes have equal masses. Otherwise it makes $\gamma_1$ too small by the factor $1-d^2/\gamma_1^2$, and in silicon $d$ varies with direction.

## Right solution

### (a) The constant combination

**The levels come in pairs.** Let $\Theta$ be the time-reversal operator acting on the four internal states, with the numbers $n_i$ held fixed. It is antiunitary, it reverses $\mathbf J$, and $\Theta^2=-1$ for half-integer angular momentum. Each term of $H$ contains an even number of factors $J_i$ and a real coefficient, so $\Theta$ commutes with $H$. If $\psi$ is an eigenstate, $\Theta\psi$ is therefore another with the same energy.

The two are orthogonal. An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. With $a=\psi$ and $b=\Theta\psi$ this reads

$$\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The left side equals $-\langle\Theta\psi|\psi\rangle$, so the overlap vanishes. The four levels are thus $E_h,E_h,E_l,E_l$.

**The trace.** Any component $J_i$ has eigenvalues $\pm\frac32,\pm\frac12$, hence

$$\mathrm{Tr}\,J_i^2=2\left(\tfrac94+\tfrac14\right)=5.$$

A half turn about $x$ leaves $J_x$ alone and reverses $J_y$. A rotation does not change a trace, so $\mathrm{Tr}\,J_xJ_y=-\mathrm{Tr}\,J_xJ_y=0$, and likewise for the other pairs. Since $\sum_in_i^2=1$,

$$\mathrm{Tr}\,\frac H\varepsilon=4\left(\gamma_1+\tfrac52\gamma_2\right)-2\gamma_2\cdot5=4\gamma_1 .$$

The trace is also $2(E_h+E_l)/\varepsilon$, and $E/\varepsilon=m_0/m$. Therefore

$$\boxed{\frac{m_0}{m_h(\mathbf n)}+\frac{m_0}{m_l(\mathbf n)}=2\gamma_1\quad\text{for every }\mathbf n.}$$

Anisotropy moves the two levels apart or together, but leaves their mean in place.

**The splitting.** Parts (b) and (c) need $d$. Define $Q_i=J_i^2-\frac54$ and $S_{ij}=\{J_i,J_j\}$. Because $\frac52\gamma_2=2\gamma_2\sum_in_i^2\cdot\frac54$, the Hamiltonian becomes

$$\frac H\varepsilon=\gamma_1+T,\qquad T=-2\gamma_2\sum_in_i^2Q_i-4\gamma_3\sum_{i<j}n_in_jS_{ij}.$$

$T$ has zero trace and paired levels, so its eigenvalues are $+d$ and $-d$, each twice. Hence $d^2=\frac14\mathrm{Tr}\,T^2$. The traces needed are as follows.

- $Q_i$ has eigenvalues $\pm1$, each twice, so $\mathrm{Tr}\,Q_i^2=4$.
- $\sum_iJ_i^2=\frac{15}4$, so $\sum_iQ_i=0$. Multiplying by $Q_x$ and taking the trace gives $0=4+2\,\mathrm{Tr}\,Q_xQ_y$, since $y$ and $z$ are equivalent. Thus $\mathrm{Tr}\,Q_iQ_j=-2$ for $i\ne j$.
- With perpendicular axes $a=(x+y)/\sqrt2$ and $b=(y-x)/\sqrt2$, one finds $J_a^2-J_b^2=J_xJ_y+J_yJ_x=2S_{xy}$. So $S_{xy}=\frac12(Q_a-Q_b)$ and $\mathrm{Tr}\,S_{xy}^2=\frac14(4+4+4)=3$.
- Traces of $Q_iS_{jk}$, and of products of two different $S$, vanish, because a suitable half turn about a cubic axis reverses their sign.

Let $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Squaring $\sum_in_i^2=1$ gives $\sum_in_i^4=1-2s$. Then

$$\mathrm{Tr}\,T^2=4\gamma_2^2\left[4(1-2s)-4s\right]+16\gamma_3^2\cdot3s,$$

$$d^2=4\gamma_2^2(1-3s)+4\gamma_3^2\,(3s).$$

The inequality $\sum_{i<j}(n_i^2-n_j^2)^2\ge0$ gives $\sum_in_i^4\ge s$, so $0\le 3s\le1$. Thus $d^2$ is a weighted mean of $4\gamma_2^2$, reached along [001], and $4\gamma_3^2$, reached along [111]. Both masses are positive in every direction if $\gamma_1>2|\gamma_2|$ and $\gamma_1>2|\gamma_3|$.

In the isotropic limit $\gamma_2=\gamma_3=\gamma$, $d=2|\gamma|$ everywhere. The sum of masses is then also constant, but it equals $2\gamma_1m_0/(\gamma_1^2-4\gamma^2)$, not $2m_0/\gamma_1$. For $\gamma\ne0$ the tempting formula therefore fails even without anisotropy.

### (b) The three parameters

The masses depend on $\gamma_2^2$ and $\gamma_3^2$, so they cannot fix the signs. The angular momentum of the heavy pair does.

Along [001], $T=-2\gamma_2(J_z^2-\frac54)$. The states $J_z=\pm\frac32$ have inverse mass $\gamma_1-2\gamma_2$, and $J_z=\pm\frac12$ have $\gamma_1+2\gamma_2$. The first pair is heavy, so $\gamma_2>0$.

Along [111], $n_i^2=n_in_j=\frac13$. The $\gamma_2$ term vanishes because $\sum_iQ_i=0$. With $J_n=(J_x+J_y+J_z)/\sqrt3$,

$$2\sum_{i<j}S_{ij}=(J_x+J_y+J_z)^2-\sum_iJ_i^2=3J_n^2-\tfrac{15}4,$$

$$T=-\frac{4\gamma_3}3\cdot\frac12\left(3J_n^2-\tfrac{15}4\right)=-2\gamma_3\left(J_n^2-\tfrac54\right).$$

The inverse masses are $\gamma_1\mp2\gamma_3$, and $\gamma_3>0$ by the same argument.

Four masses are given for three unknowns. The light [111] mass is best kept as a check: a rounding error of $0.005$ in $0.14$ shifts its inverse by about $0.005/0.14^2\approx0.26$, more than for any other mass. The other three give

$$\gamma_1=\frac12\left(\frac1{0.28}+\frac1{0.20}\right)=\frac{3.571+5.000}2=4.286,$$

$$\gamma_2=\frac{5.000-3.571}4=0.357,$$

$$\gamma_3=\frac12\left(\gamma_1-\frac1{0.72}\right)=\frac{4.286-1.389}2\approx1.448.$$

Two-figure masses do not support this many digits. Letting each of the three vary by $\pm0.005$ gives the ranges 4.19 to 4.38, 0.31 to 0.40 and 1.40 to 1.50.

The sum rule now predicts the fourth mass:

$$\frac{m_l}{m_0}=\frac1{8.571-1.389}=0.139,$$

which rounds to the given 0.14. Equivalently, the inverse sums are 8.571 along [001] and 8.532 along [111], a difference well inside the rounding error. The quantity that the tempting solution took as constant goes from 0.48 to 0.86.

### (c) The [110] direction

Here $n_x^2=n_y^2=\frac12$ and $n_z=0$, so $s=\frac14$ and

$$d=\sqrt{\gamma_2^2+3\gamma_3^2}\approx2.53 .$$

The inverse masses $4.286\mp2.53$ give $m_h\approx0.57\,m_0$ and $m_l\approx0.15\,m_0$. As a test of the sum rule itself, $H$ was diagonalized with these parameters in 100 random directions; the inverse sums differed by about $10^{-14}$, which is numerical rounding.

### (d) Where the rule fails in silicon

The model omits the split-off band, which lies at a hole energy $\Delta$ above the band edge. For silicon $\Delta$ is roughly 44 meV, which is small.

To find its effect, build the states from three $p$-like orbitals and spin. For $\mathbf k$ along $z$, the state $J_z=\frac32$ contains only $X$ and $Y$ orbitals, so these have energy $(\gamma_1-2\gamma_2)\varepsilon$. The light state $J_z=\frac12$ has weight $\frac23$ on $Z$ and $\frac13$ on $X,Y$. If $Z$ has energy $a\varepsilon$, then

$$\tfrac23a+\tfrac13(\gamma_1-2\gamma_2)=\gamma_1+2\gamma_2\quad\Rightarrow\quad a=\gamma_1+4\gamma_2 .$$

The split-off state with $J_z=\frac12$ is the orthogonal mixture, with weights $\frac13$ and $\frac23$. Its coupling to the light state has magnitude

$$\frac{\sqrt2}3\left[(\gamma_1+4\gamma_2)-(\gamma_1-2\gamma_2)\right]\varepsilon=2\sqrt2\,\gamma_2\,\varepsilon .$$

The heavy state has no split-off partner with $J_z=\frac32$ and does not shift. Along [111], $T$ has the same form with $\gamma_3$ in place of $\gamma_2$, and so does the coupling. Second-order perturbation theory lowers the light-hole energy by the squared coupling divided by $\Delta$, so

$$\frac{E_h+E_l}\varepsilon\approx2\gamma_1-\frac{8\gamma^2\varepsilon}\Delta,\qquad \gamma=\gamma_2\ [001],\quad \gamma=\gamma_3\ [111].$$

The correction depends on direction, and in silicon it is far larger along [111] than along [001] because $\gamma_3^2\gg\gamma_2^2$. In other directions, such as [110], the split-off band lowers the heavy level as well. The leading loss in $(E_h+E_l)/\varepsilon$ is then shared between the two levels and equals $2d^2\varepsilon/\Delta$. This follows because the summed squared couplings and $d^2$ are both proportional to the trace of the square of the traceless part of the orbital matrix. It reduces to the two cases above, where $d=2\gamma$, and it is largest along [111]. Diagonalizing the full six-band matrix gives these shortfalls relative to $2\gamma_1$:

| $k$ (nm⁻¹) | [001] | [111] |
|---|---|---|
| 0.1 | 0.10 % | 1.7 % |
| 0.2 | 0.42 % | 7.4 % |
| 0.4 | 1.8 % | 29 % |

The leading-order formula gives 27 % for the last entry, but this closeness is accidental. Along [111] the light level contains $\sqrt{\Delta^2-4\gamma_3\varepsilon\Delta+36\gamma_3^2\varepsilon^2}$, whose expansion in $\varepsilon$ converges only for $\varepsilon<\Delta/6\gamma_3$, that is $k<0.365$ nm⁻¹. At 0.7 nm⁻¹ the leading term gives 83 % against an exact 51 %. If a 5 % error is the limit, the rule fails along [111] between 0.1 and 0.2 nm⁻¹.

For real silicon this matters in two ways. At $k=0.4$ nm⁻¹ along [111], the six-band energies are 8.5 meV (heavy) and 29 meV (light), while $k_BT$ at 300 K is 25.9 meV. Holes at room temperature therefore reach the region where constant four-band masses are poor. Likewise, a hole bound to an acceptor within about 2.5 nm contains wave vectors near $1/(2.5\ \text{nm})=0.4$ nm⁻¹, so an acceptor calculation at that scale should include the split-off band. The parameters found in (b) describe the band edge, and they remain the right input for such a six-band calculation. The numerical output below lists the values used here.

## Computed results

```
INPUTS (rough silicon values)
heavy, light mass [001]: 0.28, 0.20 m0
heavy, light mass [111]: 0.72, 0.14 m0
split-off energy: 44 meV
INVERSE MASSES (m0/m, dimensionless)
[001] heavy, light: 3.571, 5.000
[111] heavy, light: 1.389, 7.143
inverse sum [001], [111]: 8.571, 8.532
sum of masses [001], [111]: 0.48, 0.86 m0
RECOVERED PARAMETERS (dimensionless)
gamma1: 4.286, rounding range 4.19 to 4.38
gamma2: 0.357, rounding range 0.31 to 0.40
gamma3: 1.448, rounding range 1.40 to 1.50
[111] pair alone: gamma1 4.266, gamma3 1.438
PREDICTIONS
light mass [111]: 0.1392 m0
its rounding range: 0.1354 to 0.1431 m0
heavy, light mass [110]: 0.571, 0.147 m0
inverse sum [110]: 8.571
spread of inverse sum, 100 directions: 1e-14
SIX-BAND CHECK OF THE NEGLECTED SPLIT-OFF BAND
hbar^2/(2 m0): 38.10 meV nm^2
kT at 300 K: 25.9 meV
k=0.1/nm [001]: E_h 1.36, E_l 1.90 meV
  sum 8.563, below 2*gamma1 by 0.10 %, leading order 0.10 %
k=0.1/nm [111]: E_h 0.53, E_l 2.68 meV
  sum 8.423, below 2*gamma1 by 1.74 %, leading order 1.70 %
k=0.2/nm [001]: E_h 5.44, E_l 7.56 meV
  sum 8.535, below 2*gamma1 by 0.42 %, leading order 0.41 %
k=0.2/nm [111]: E_h 2.12, E_l 9.98 meV
  sum 7.941, below 2*gamma1 by 7.36 %, leading order 6.78 %
k=0.4/nm [001]: E_h 21.77, E_l 29.55 meV
  sum 8.418, below 2*gamma1 by 1.79 %, leading order 1.65 %
k=0.4/nm [111]: E_h 8.47, E_l 28.72 meV
  sum 6.100, below 2*gamma1 by 28.83 %, leading order 27.13 %
```
